# Direct Rashba coupling of holes in a cylindrical germanium wire

## Definitions and conventions

A wire of radius $R$ lies along $z$. Hole energies are counted upward, a hole has charge $+e$, and $m$ is the free-electron mass. The valence-band edge is described by the four-band Luttinger Hamiltonian in its spherical approximation,

$$H=\frac{\hbar^2}{2m}\Big[\big(\gamma_1+\tfrac52\gamma_s\big)k^2-2\gamma_s(\mathbf k\cdot\mathbf J)^2\Big]-e\mathcal E x ,$$

with $\mathbf k=-i\nabla$, $\mathbf J$ the spin-3/2 matrices, $\gamma_s=(2\gamma_2+3\gamma_3)/5$, and $\mathcal E$ a uniform field inside the wire. The wavefunction vanishes at $r=R$. The wave number $k_z$ is conserved.

I write $k_\pm=k_x\pm ik_y$, $J_\pm=J_x\pm iJ_y$, $\rho=r/R$ and $\varepsilon=\hbar^2/(mR^2)$. $J_0,J_1,J_2$ with numerical index are Bessel functions, and $j=3.8317$ is the first positive zero of $J_1$. $|M\rangle$ is a state with $J_z=M$, and

$$J_+|\tfrac12\rangle=\sqrt3|\tfrac32\rangle,\quad J_+|{-\tfrac12}\rangle=2|\tfrac12\rangle,\quad J_+|{-\tfrac32}\rangle=\sqrt3|{-\tfrac12}\rangle .$$

An envelope $e^{iL\varphi}$ has parity $(-1)^L$ under $(x,y)\to(-x,-y)$.

The claim concerns $k_z=0$: there the two lowest doublets, $g$ and $e$, have opposite parity and a small gap $\Delta$. A field then gives $g$ a term $\alpha k_z\sigma_y$ of first order in $\mathcal E$. In perturbation theory it is a second-order process, with one factor of the field and one of $k_z$.

## Simple case: no spin mixing

For $\gamma_s=0$ each spin component obeys $H=\hbar^2\gamma_1k^2/2m$. At $k_z=0$ the levels are $\tfrac12\varepsilon\gamma_1$ times the squared zeros of $J_{|L|}$. The lowest is even ($L=0$), the next odd ($L=\pm1$). The field couples them, but nothing ties $k_z$ to spin, so there is no Rashba term. Their gap, $\tfrac12\varepsilon\gamma_1(3.83^2-2.40^2)\approx4.45\,\varepsilon\gamma_1$, is not small either. Both missing ingredients must come from $\gamma_s$.

## Spin mixing at $k_z=0$

Here $\mathbf k\cdot\mathbf J=\tfrac12(k_-J_++k_+J_-)$. Since $k_+$ and $k_-$ commute,

$$(\mathbf k\cdot\mathbf J)^2=\tfrac14\big[k_-^2J_+^2+k_+^2J_-^2+k^2(J_+J_-+J_-J_+)\big],$$

and $J_+J_-+J_-J_+=2(\tfrac{15}4-J_z^2)$ equals 3 for $J_z=\pm\tfrac32$ and 7 for $\pm\tfrac12$. The diagonal factors of $\hbar^2k^2/2m$ are therefore

$$\gamma_1+\tfrac52\gamma_s-\tfrac32\gamma_s=\gamma_1+\gamma_s,\qquad \gamma_1+\tfrac52\gamma_s-\tfrac72\gamma_s=\gamma_1-\gamma_s .$$

The nonzero elements of $J_+^2$ are $2\sqrt3$, so the off-diagonal term is $-2\gamma_s\cdot\tfrac14\cdot2\sqrt3\,k_-^2=-\sqrt3\gamma_sk_-^2$. It links $-\tfrac12$ to $\tfrac32$ and $-\tfrac32$ to $\tfrac12$, giving two blocks:

$$\{\tfrac12,-\tfrac32\}:\begin{pmatrix}(\gamma_1-\gamma_s)k^2&-\sqrt3\gamma_sk_-^2\\-\sqrt3\gamma_sk_+^2&(\gamma_1+\gamma_s)k^2\end{pmatrix},\quad
\{\tfrac32,-\tfrac12\}:\begin{pmatrix}(\gamma_1+\gamma_s)k^2&-\sqrt3\gamma_sk_-^2\\-\sqrt3\gamma_sk_+^2&(\gamma_1-\gamma_s)k^2\end{pmatrix}.$$

Each $k_-^2$ lowers $L$ by two while $J_z$ rises by two. Thus $F_z=L+J_z$ and the parity $(-1)^L$ are conserved.

For a plane wave at angle $\theta$, $k_\pm^2=k^2e^{\pm2i\theta}$. Direct substitution gives a heavy solution with factor $\gamma_1-2\gamma_s$ and a light one with $\gamma_1+2\gamma_s$:

- first block: heavy $(\sqrt3,\,e^{2i\theta})$, light $(1,\,-\sqrt3e^{2i\theta})$;
- second block: heavy $(1,\,\sqrt3e^{2i\theta})$, light $(\sqrt3,\,-e^{2i\theta})$.

For instance, the first row acting on the first vector gives $\sqrt3(\gamma_1-\gamma_s)-\sqrt3\gamma_s=\sqrt3(\gamma_1-2\gamma_s)$.

Cylindrical waves follow by superposing plane waves with weight $e^{iL\theta}$, because

$$\int_0^{2\pi}d\theta\,e^{iL\theta}e^{ikr\cos(\theta-\varphi)}=2\pi i^LJ_L(kr)e^{iL\varphi}.$$

The component with $L+2$ gains a relative factor $i^2=-1$. At energy $E$ the heavy and light waves have arguments $h\rho$ and $l\rho$, where

$$E=\tfrac12\varepsilon(\gamma_1-2\gamma_s)h^2=\tfrac12\varepsilon(\gamma_1+2\gamma_s)l^2 .$$

**Even, $F_z=\tfrac12$.** The first block with $L=0,2$ has heavy wave $(\sqrt3J_0,-J_2e^{2i\varphi})$ and light wave $(J_0,\sqrt3J_2e^{2i\varphi})$. A combination vanishes at the wall if

$$3J_0(h)J_2(l)+J_2(h)J_0(l)=0 .$$

**Odd, $F_z=\tfrac12$.** The second block has $L=-1,1$. With $J_{-1}=-J_1$ and an overall sign dropped, the heavy wave is $J_1(h\rho)(e^{-i\varphi},\sqrt3e^{i\varphi})$ and the light wave is $J_1(l\rho)(-\sqrt3e^{-i\varphi},e^{i\varphi})$. The determinant is $4J_1(h)J_1(l)$, so the two waves do not mix. As $h>l$, the lowest root is $h=j$:

$$E_e=\tfrac12\varepsilon(\gamma_1-2\gamma_s)j^2 .$$

**Limit $\gamma_s\to0$.** Then $l=h$, the even condition becomes $4J_0J_2=0$ and the odd one $J_1^2=0$. The simple levels return.

## Why the gap is small

The two levels cross when the even condition holds at $h=j$. From $J_0(x)+J_2(x)=2J_1(x)/x$ we have $J_2(j)=-J_0(j)$, so the condition reduces to

$$J_0(l)=3J_2(l).$$

With its lowest root $l_c$ and $t=(l_c/j)^2=(\gamma_1-2\gamma_s)/(\gamma_1+2\gamma_s)$,

$$\Big(\frac{\gamma_s}{\gamma_1}\Big)_c=\frac{1-t}{2(1+t)}=0.3886 .$$

Rough typical germanium values, $\gamma_1=13.4$, $\gamma_2=4.2$, $\gamma_3=5.7$, give $\gamma_s=5.10$ and a ratio of 0.3806. In this spherical model germanium lies just below the crossing, with the even doublet lower. The closeness is a coincidence of material parameters, not a consequence of symmetry.

For these values $h=3.7434$ and $l=1.3784$ in the even state, hence

$$E_g=\tfrac12(3.2)(3.7434)^2\varepsilon=22.42\,\varepsilon,\quad E_e=\tfrac12(3.2)(3.8317)^2\varepsilon=23.49\,\varepsilon,\quad\Delta=1.070\,\varepsilon .$$

These two sectors alone do not exclude a lower level elsewhere. I therefore diagonalized $H$ in an independent basis of polynomials on the disk, with $|L|\le6$ and eight radial functions per $L$. Its four lowest energies are $E_g,E_g,E_e,E_e$ to within $10^{-6}\varepsilon$. The third doublet lies more than ten gaps above $g$. The same basis gives a vanishing gap at the critical ratio and opposite level orders on its two sides.

## The states and their coupling by $k_z$

Let $|g_+\rangle=N_g\big(a|\tfrac12\rangle+b\,e^{2i\varphi}|{-\tfrac32}\rangle\big)$ with

$$a=\sqrt3J_0(h\rho)+\mu J_0(l\rho),\quad b=-J_2(h\rho)+\sqrt3\mu J_2(l\rho),\quad \mu=-\sqrt3\frac{J_0(h)}{J_0(l)},$$

and $|e_+\rangle=N_eJ_1(j\rho)\big(e^{-i\varphi}|\tfrac32\rangle+\sqrt3e^{i\varphi}|{-\tfrac12}\rangle\big)$. The choice of $\mu$ makes $a$ vanish at the wall; the even condition then does the same for $b$. Normalization requires $2\pi R^2N_g^2n_g=2\pi R^2N_e^2n_e=1$, where

$$n_g=\int_0^1\rho(a^2+b^2)d\rho,\qquad n_e=4\int_0^1\rho J_1^2(j\rho)d\rho=2J_0^2(j).$$

The part of $H$ linear in $k_z$ comes from the cross terms of $(\mathbf k\cdot\mathbf J)^2$:

$$H_1=-\frac{\hbar^2\gamma_s}{2m}k_z\big[k_-(J_+J_z+J_zJ_+)+\text{h.c.}\big].$$

From $M$ to $M+1$, the bracketed spin operator is $(2M+1)$ times the element of $J_+$. This is $2\sqrt3$, $0$ and $-2\sqrt3$ for $M=\tfrac12,-\tfrac12,-\tfrac32$. Thus

$$H_1=-\frac{\sqrt3\hbar^2\gamma_s}{m}k_z\Big[k_-\big(|\tfrac32\rangle\langle\tfrac12|-|{-\tfrac12}\rangle\langle{-\tfrac32}|\big)+\text{h.c.}\Big].$$

It conserves $F_z$ and reverses parity, as is needed to link $g_+$ to $e_+$. The h.c. part annihilates $g_+$.

In polar coordinates $k_-(fe^{iL\varphi})=-ie^{i(L-1)\varphi}(f'+Lf/r)$. With $J_0'=-J_1$ and $J_2'(x)+2J_2(x)/x=J_1(x)$,

$$Ra'=-\sqrt3hJ_1(h\rho)-\mu lJ_1(l\rho),\quad R\Big(b'+\frac{2b}r\Big)=-hJ_1(h\rho)+\sqrt3\mu lJ_1(l\rho).$$

The overlap with $e_+$ needs $a'-\sqrt3(b'+2b/r)$. The heavy terms cancel and $-4\mu lJ_1(l\rho)/R$ remains. The prefactor $-1$ of $H_1$ times the $-i$ of $k_-$ is $+i$, so

$$\langle e_+|H_1|g_+\rangle=iCk_z,\qquad C=-\frac{4\sqrt3\hbar^2\gamma_s\mu l}{mR}\frac{I}{\sqrt{n_gn_e}},\quad I=\int_0^1\rho J_1(j\rho)J_1(l\rho)d\rho .$$

To find $I$, take the Bessel equations $(\rho u')'+(q^2\rho-1/\rho)u=0$ for $q=j$ and $q=l$. Multiply each by the other function, subtract and integrate. With $J_1(j)=0$ and $J_1'(j)=J_0(j)$,

$$I=-\frac{jJ_1(l)J_0(j)}{j^2-l^2}>0 .$$

**Limit $\gamma_s\to0$.** The even condition gives $J_0(h)/J_0(l)\to-\tfrac13$, so $\mu\to1/\sqrt3$. Then $b\to0$, the state becomes a pure $J_0|\tfrac12\rangle$, and $C\propto\gamma_s$ vanishes. Parity alone gives no Rashba term.

## The dipole and the second spin

Time reversal $T$ conjugates the envelope and maps $|M\rangle$ to $(-1)^{3/2-M}|{-M}\rangle$, with $T^2=-1$. Hence

$$|g_-\rangle=-N_g\big(a|{-\tfrac12}\rangle+be^{-2i\varphi}|\tfrac32\rangle\big),\quad |e_-\rangle=N_eJ_1(j\rho)\big(e^{i\varphi}|{-\tfrac32}\rangle+\sqrt3e^{-i\varphi}|\tfrac12\rangle\big).$$

Since $T$ reverses $k_z$, $\langle e_-|H_1(k_z)|g_-\rangle=\langle e_+|H_1(-k_z)|g_+\rangle^*=(-iCk_z)^*=iCk_z$.

The coordinate $x=\tfrac r2(e^{i\varphi}+e^{-i\varphi})$ changes $F_z$ by one. Matching spin components gives

$$U\equiv\langle e_-|x|g_+\rangle=\frac R{2\sqrt{n_gn_e}}\int_0^1\rho^2J_1(j\rho)(\sqrt3a+b)\,d\rho .$$

Because $T|e_-\rangle=-|e_+\rangle$, the partner element is $\langle e_+|x|g_-\rangle=-U$. Inside one doublet both $x$ and $H_1$ vanish by parity.

For germanium $|C|=7.289\,\varepsilon R$ and $|U|=0.1549\,R$. The matrix elements between the numerical eigenstates of the polynomial basis agree with both formulas, within $10^{-5}\varepsilon R$ and $10^{-6}R$.

## The Rashba term

Let $w=e\mathcal EU$. With rows $(e_+,e_-)$ and columns $(g_+,g_-)$, the field block is

$$-w\begin{pmatrix}0&-1\\1&0\end{pmatrix}=-w(-i\sigma_y)=iw\sigma_y ,$$

so the whole coupling block is $V=i(Ck_z+w\sigma_y)$. For weak coupling, eliminating $e$ shifts $g$ by

$$-\frac{V^\dagger V}\Delta=-\frac{C^2k_z^2+w^2}\Delta-\frac{2Cw}\Delta k_z\sigma_y .$$

The last term is the direct Rashba coupling. A hole is carried to $e$ by the field and back by $k_z$, or in the reverse order, which gives the factor 2. The denominator is the small confinement gap.

The elimination is not needed within these four levels, since $V$ commutes with $\sigma_y$. The term quadratic in $k_z$ is $\tfrac{\hbar^2}{2m}k_z^2(\gamma_1+\tfrac52\gamma_s-2\gamma_sJ_z^2)$, with factor $\gamma_1+2\gamma_s$ for $J_z=\pm\tfrac12$ and $\gamma_1-2\gamma_s$ for $\pm\tfrac32$. Its averages are $A_gk_z^2$ and $A_ek_z^2$. As $e$ has weights $\tfrac34$ and $\tfrac14$, $A_e=\hbar^2(\gamma_1+\gamma_s)/2m$. For $\sigma_y=s=\pm1$ a $2\times2$ problem remains, with lower branch

$$E_s=\frac{E_g+E_e+(A_g+A_e)k_z^2}2-\sqrt{\frac{[\Delta+(A_e-A_g)k_z^2]^2}4+(Ck_z+sw)^2}.$$

Its slope at $k_z=0$ gives

$$|\alpha|=\frac{|Cw|}{\sqrt{\Delta^2/4+w^2}}\;\longrightarrow\;\frac{2|CU|e\mathcal E}{\Delta}\quad(|w|\ll\Delta/2).$$

In the opposite limit, reached at the level crossing for any nonzero field, the four-level formula gives $|\alpha|\to|C|$. The linear law fails there.

## Numbers for a 10 nm wire

For $R=10$ nm, $\varepsilon=0.7620$ meV. Then $\Delta=0.816$ meV, while the third doublet is 12.9 meV above $g$. Also $|C|=55.5$ meV nm and $|U|=1.55$ nm. A field of 0.0005 MV/cm gives $|w|=0.0775$ meV, so the linear law yields

$$|\alpha|=\frac{2(55.5)(0.0775)}{0.816}\approx10.5\ \text{meV nm}.$$

The square root lowers this to 10.4, and diagonalization with all basis states gives 10.2 meV nm. In the weak-field limit the full slope is 0.980 of the two-doublet value. Shifting $e$ far up in energy leaves 2.0% of the full slope: the nearby odd doublet carries the effect.

At fixed radius, a field of 0.002 MV/cm gives 42.2 (linear), 33.6 (four-level) and 33.5 meV nm (full). At 0.01 MV/cm the values are 211, 53.7 and 56.5. There $e\mathcal ER=10$ meV is no longer small against the distances to the higher doublets, and the full slope exceeds $|C|$, which the four-level formula cannot do.

The term linear in $k_z$ has a narrow range, $|Ck_z|\ll\Delta/2$, or $|k_z|\ll0.007$ nm⁻¹. Moreover, within the four levels the coefficient of $k_z^2$ in the energy of $g$ at zero field is $A_g-C^2/\Delta=(11.6-49.6)\,\varepsilon R^2<0$. Coupling to higher doublets can only lower it further, so $k_z=0$ is a local maximum. The full calculation puts the minima at $k_z=\pm0.051$ nm⁻¹, 1.03 meV lower. There $|Ck_z|$ dominates the root, and the splitting approaches $2|w|=0.155$ meV instead of $2|\alpha k_z|$. Diagonalization gives 0.158 meV. Holes at the band bottom thus feel the same coupling, but not the linear law.

## What a real wire changes

The radius is in the range of grown germanium nanowires; the field is weak for a gated device. The result is very sensitive to the near-cancellation in $\Delta$. Changing $\gamma_s$ to 5.0 or 5.2 at fixed $\gamma_1$ moves the gap to 1.60 or 0.055 meV, so rounded parameters fix its scale poorly.

Cubic anisotropy is equally important. With $\gamma_2\ne\gamma_3$ and the same radius and field strength:

| Wire axis | Field axis | $E_{\rm odd}-E_{\rm even}$ (meV) | $\lvert\alpha\rvert$ (meV nm) |
|---|---|---|---|
| [001] | [100] | 2.30 | 4.3 |
| [110] | [001] | −0.029 | 45.6 |
| [111] | [1$\bar1$0] | −0.58 | 11.7 |

In this four-band calculation the odd doublet is lowest for the last two axes, though for [110] the gap is so small that rounding of the parameters can reverse the order. The mechanism survives the exchange, but the spherical value of $\alpha$ does not carry over to a given crystal axis.

The split-off band, placed at a rough 300 meV in a spherical six-band calculation, leaves $e$ unchanged: $e$ is purely heavy, with angular momentum $\pm\tfrac32$ along each plane wave's direction, which split-off states lack. It lowers $g$, which contains light waves. The gap rises to 1.52 meV and $|\alpha|$ falls to 5.2 meV nm, about half. The spherical shift of 0.70 meV does not carry over unchanged to the crystal axes. With anisotropy and split-off band together, $E_{\rm odd}-E_{\rm even}$ becomes 2.70, 0.41 and 0.05 meV for [001], [110] and [111], so the even doublet is lowest again for all three. For the field axes of the table $|\alpha|$ is then about 3, 12 and 42 meV nm: the near-degeneracy moves from [110] to [111], and the four-band ranking of the axes does not survive.

A conventional Rashba term, $e\mathcal E(k_yJ_z-k_zJ_y)$ times a rough coefficient of 0.4 nm², gives only 0.02 meV nm through the average of its $k_zJ_y$ part in $g$. Its $k_yJ_z$ part also links $g$ to $e$, as the dipole does, and brings the total of this term to about 0.1 meV nm, still small beside the direct coupling. For a rough wall height of 0.5 eV the heavy wave penetrates 0.5 nm; enlarging $R$ by that much lowers the purely heavy $e$ by about 9%. Light waves penetrate $\sqrt{(\gamma_1+2\gamma_s)/(\gamma_1-2\gamma_s)}\approx2.7$ times as far, so $g$, which contains them, is lowered more. If the Luttinger parameters are taken to be the same outside the wire, $g$ drops by about 22%, the spherical gap grows from 0.82 to about 2.9 meV and the four-level $|\alpha|$ falls to about 2.5 meV nm. The hard wall thus strongly overstates how close the two doublets are; a real shell has different parameters and would change these numbers. The field is 0.5% of a rough breakdown field of 0.1 MV/cm. Thermal energy is 0.086 meV at 1 K and equals the spherical $\Delta$ at 9.5 K. Strain from a shell and charged surfaces are left out. Axial strain adds a term in $J_z^2$, whose averages in $g$ and $e$ differ, so it shifts $\Delta$ directly.

The 10 meV nm is thus the result of the spherical four-band model with a hard wall. With cubic anisotropy, the split-off band or both included, the hard-wall values of $|\alpha|$ for this radius and field strength run from roughly 3 to 46 meV nm. Wall penetration alone lowers the spherical value about fourfold, and strain could change all of them strongly. The remaining values are in the numerical output.

## Computed values

```
gamma1, gamma2, gamma3 (rough) = 13.4, 4.2, 5.7
spherical gamma_s = 5.10
radius R = 10.0 nm
field E = 0.0005 MV/cm
energy unit hbar^2/(m R^2) = 0.7620 meV
j11 = 3.83171; even root h = 3.74339, l = 1.37843
mixing mu = 1.2011
even doublet g = 22.4208 E0 = 17.085 meV
odd doublet e = 23.4912 E0 = 17.900 meV
gap Delta = 1.0704 E0 = 0.8156 meV
third doublet above g = 12.880 meV
critical gamma_s/gamma1 = 0.3886; here 0.3806
critical gamma_s for this gamma1 = 5.207
gap for gamma_s = 5.0: 1.5969 meV
gap for gamma_s = 5.2: 0.0554 meV
|C| = 7.2890 E0 R = 55.542 meV nm
|U| = 0.1549 R = 1.549 nm
dipole energy e E U = 0.0775 meV
kz^2 coefficients A_g, A_e = 11.615, 9.250 E0 R^2
C^2/Delta = 49.64 E0 R^2
alpha, linear law = 10.550 meV nm
alpha, four-level formula = 10.365 meV nm
alpha, full diagonalization = 10.176 meV nm
weak-field slope, full/two-doublet = 0.9803
slope left when e is lifted away = 2.00 %
splitting at kz = 0.0050 1/nm, full = 0.0854 meV
  same, four-level formula = 0.0868 meV
zero-field minimum at kz = +-0.0510 1/nm
  depth below kz = 0: 1.0280 meV
  splitting there in the field, full = 0.1579 meV
  same, four-level formula = 0.1546 meV
E = 0.0005 MV/cm: alpha linear 10.55, four-level 10.36, full 10.18 meV nm
E = 0.002 MV/cm: alpha linear 42.20, four-level 33.60, full 33.52 meV nm
E = 0.01 MV/cm: alpha linear 211.01, four-level 53.71, full 56.51 meV nm
cubic, axis [001]: odd - even = 2.3041 meV, alpha = 4.316 meV nm
cubic, axis [110]: odd - even = -0.0288 meV, alpha = 45.615 meV nm
cubic, axis [111]: odd - even = -0.5773 meV, alpha = 11.736 meV nm
split-off energy (rough) = 300 meV
six-band: odd - even = 1.5185 meV
six-band: alpha = 5.236 meV nm
conventional Rashba coefficient (rough) = 0.4 nm^2
conventional Rashba alpha = 0.0196 meV nm
wall height (rough) = 0.5 eV; penetration = 0.494 nm
thermal energy at 1 K = 0.0862 meV
temperature with kT = Delta: 9.47 K
field/breakdown field (rough 0.1 MV/cm) = 0.0050
```
